# A Thermogravimetric Onset Is Not an Intrinsic Decomposition Temperature

A calculation of precursor delivery needs an upper limit for the source temperature. Raising that limit raises the vapour pressure and hence the dose, but the liquid may have to survive in the source for weeks. If the limit is taken from the temperature at which a thermogravimetric curve begins to fall, the calculation treats a property of one weighing experiment as a property of the molecule. The following case shows how this goes wrong.

## A counter-example: mass loss by evaporation

Consider a model liquid precursor of molar mass 400 g/mol. A sample of 10 mg, or \(n_0=2.5\times10^{-5}\) mol, lies in an open pan and is heated from \(T_0=300\) K at \(\beta=10\) K/min. The onset \(T_5\) is defined as the temperature at which 5% of the initial mass has gone.

The liquid has area \(A\), and a stagnant gas layer of height \(h\) separates it from the purge gas. Both are held constant, so recession of the surface is neglected. The sample follows the programmed temperature without lag. Vapour is ideal, saturated at the surface and absent at the top of the layer. Its pressure follows the Clausius–Clapeyron law with constant vaporization enthalpy \(\Delta H\),

\[
u(T)=\frac{p(T)}{P}=\exp\left[-\frac{\Delta H}{R}\left(\frac1T-\frac1{T_b}\right)\right],
\]

where \(P=1\) bar is the total pressure and \(T_b\) the boiling point at that pressure. Here \(\Delta H=70\) kJ/mol and \(T_b=600\) K.

The carrier gas has no net flux through the layer, so the vapour flux \(N\) is the total flux. It is the sum of the part carried by the flow and the part carried by diffusion:

\[
N=yN-cD\frac{dy}{dz},\qquad c=\frac{P}{RT},
\]

with \(y\) the vapour mole fraction and \(D\) the diffusivity. Collecting \(N\) gives \(N\,dz=-cD\,dy/(1-y)\). The layer is assumed to adjust quickly compared with the heating, so that it is in a steady state at each temperature and \(N\) does not depend on \(z\). Integration from \(y=u\) at \(z=0\) to \(y=0\) at \(z=h\) gives

\[
Nh=cD\int_0^u\frac{dy}{1-y}=-cD\ln(1-u)\equiv F(T).
\]

The evaporation rate is therefore \((A/h)F(T)\) in mol/s. For \(u\ll1\), \(-\ln(1-u)\approx u\), and \(F\approx Dp/(RT)\). A direct numerical solution of the steady diffusion equation at 550 K, where \(u\) is not small, was tested against the logarithmic formula. Letting the layer evolve in time at 10 K/min changes the onsets found below by less than 0.1 K for \(h=2\) mm and by about 0.2 K for \(h=10\) mm.

Suppose first that the compound cannot decompose at all. Since \(dT=\beta\,dt\), the lost fraction \(x\) obeys

\[
\frac{dx}{dT}=\frac{A}{h n_0\beta}F(T),
\qquad
x(T)=\frac1G\int_{T_0}^{T}F(T')\,dT',
\qquad
G=\frac{\beta n_0h}{A}.
\]

For the open pan \(A/h=10\) mm. With \(D=5\times10^{-6}\ \mathrm{m^2/s}\) at 300 K and \(D\propto T^{1.75}\), direct integration gives \(T_5=431.0\) K, and the pan is empty at 497 K. All the mass has gone, and every molecule that left was intact.

The onset can be checked by hand. At 431 K the vapour pressure is 408 Pa and \(D\approx9.4\times10^{-6}\ \mathrm{m^2/s}\), so

\[
F\approx\frac{(9.4\times10^{-6})(408)}{(8.314)(431)}
\approx1.07\times10^{-6}\ \mathrm{mol\,m^{-1}s^{-1}}.
\]

The integral of \(F\) is roughly \(F\) times the temperature interval over which the integral itself grows by a factor \(e\). That interval, derived below, is \(RT^2/(\Delta H+2.75RT)\approx19\) K. The integral is thus about \(2.0\times10^{-5}\), in units of K mol/(m s). With \(\beta=0.167\) K/s, \(G=(0.167)(2.5\times10^{-5})/(0.010)=4.2\times10^{-4}\) in the same units. The ratio is 0.05, as required.

## The same liquid with decomposition allowed

Now let the liquid decompose by a first-order reaction with

\[
k(T)=A_d e^{-E_a/(RT)},\qquad A_d=10^{13}\ \mathrm{s^{-1}},\qquad E_a=150\ \mathrm{kJ/mol}.
\]

Each decomposed portion leaves an involatile mass fraction \(r=0.4\) and releases the rest as gas. Let \(s=n/n_0\) be the fraction still present as intact liquid, \(y_d\) the fraction decomposed, \(q=F/G\) and \(\kappa=k/\beta\). Then

\[
\frac{ds}{dT}=-q-\kappa s,\qquad
\frac{dy_d}{dT}=\kappa s,\qquad
x=1-s-r y_d.
\]

The residue is assumed neither to cover the surface nor to dissolve in the liquid, which would lower its vapour pressure. Sweeping of vapour by product gas is neglected.

The onset becomes 430.9 K. Switching on a real decomposition reaction has moved it by about 0.1 K. To see why, differentiate \(x\):

\[
\frac{dx}{dT}=q+\kappa s-r\kappa s=q+(1-r)\frac{dy_d}{dT}.
\]

Integration shows that decomposition adds \((1-r)y_d\) to the mass loss. At the onset \(y_d=3.7\times10^{-4}\), so the addition is \(2.2\times10^{-4}\). The evaporation curve has slope \(q\approx0.05/19\approx2.6\times10^{-3}\) per kelvin there, and the shift is about \(2.2\times10^{-4}/2.6\times10^{-3}\approx0.09\) K. If the onset is uncertain by 1 K, it cannot distinguish the reactive liquid from the inert one.

It would nevertheless be wrong to call the liquid stable at this temperature. At the onset \(k=6.5\times10^{-6}\ \mathrm{s^{-1}}\). If the liquid is sealed so that it cannot evaporate and is held there for 24 h, the decomposed fraction is

\[
1-\exp[-(6.54\times10^{-6})(86400)]
=1-e^{-0.565}\approx0.43.
\]

The ramp shows less than 0.04% decomposition by the onset, whereas a day at the same temperature destroys 43%. The onset is neither the beginning of decomposition nor a safe operating limit.

## The general statement

Within the model above, the following holds.

1. For evaporation alone, the temperature of a chosen fractional loss is a strictly increasing function of \(G=\beta n_0h/A\), as long as it lies below \(T_b\). It is not a constant of the substance.
2. For first-order decomposition alone, that temperature does not depend on sample mass or pan geometry, but it still rises with \(\beta\).
3. When both occur and \(r>0\), the final residue depends on mass and geometry. At fixed \(\beta\) it increases with \(n_0h/A\), as long as the liquid is exhausted below \(T_b\).
4. A decomposition temperature limit is defined only after a holding time and a tolerated conversion have been chosen.

## Proof for evaporation

Define \(I(T)=\int_{T_0}^{T}F(T')dT'\). The onset for loss \(x\) satisfies \(I(T_x)=xG\). Since \(F>0\), \(I\) is strictly increasing and has a unique inverse, so \(T_x\) rises with \(G\). Conversely, any temperature between \(T_0\) and \(T_b\) becomes the onset if \(G\) is set to \(I(T)/x\). This proves the first statement. Doubling the mass, doubling the heating rate or halving \(A/h\) has the same effect.

The size of the shift follows in the dilute regime, where \(F\propto T^{0.75}e^{-\Delta H/(RT)}\): the power is 1.75 from \(D\) minus 1 from the gas concentration. Write \(a=0.75\) and \(b=\Delta H/R\). Because \(d(e^{-b/T})/dT=(b/T^2)e^{-b/T}\), integration by parts gives

\[
\int T^a e^{-b/T}dT
=\frac{T^{a+2}}{b}e^{-b/T}
-\frac{a+2}{b}\int T^{a+1}e^{-b/T}dT.
\]

The last term is smaller than the first by a factor of order \((a+2)T/b\), and the contribution of the cold lower limit is negligible. To leading order, therefore,

\[
\ln I=\text{constant}+(a+2)\ln T-\frac bT,
\qquad
\frac{d\ln I}{d(1/T)}=-(b+(a+2)T).
\]

The reciprocal of \(d\ln I/dT\) is \(T^2/(b+(a+2)T)=RT^2/(\Delta H+2.75RT)\), the 19 K interval used earlier. If \(G\) rises by a factor \(f\) at fixed \(x\), so does \(I\). Integrating between the old onset \(T_1\) and the new onset \(T_2\), with a mean temperature \(\bar T\) in the slowly varying term, gives

\[
\frac1{T_1}-\frac1{T_2}\approx
\frac{R\ln f}{\Delta H+2.75R\bar T}.
\]

For heating rates of 2 and 20 K/min, \(f=10\), and the computed onsets are 401.7 and 444.8 K. Their reciprocal difference is \(2.41\times10^{-4}\ \mathrm{K^{-1}}\). With \(\bar T=\sqrt{T_1T_2}\approx423\) K the formula gives \(19.14/79660=2.40\times10^{-4}\ \mathrm{K^{-1}}\).

An extrapolated onset does not remove the dependence. It is the point where the steepest tangent meets the initial baseline. For evaporation \(F\) grows until the liquid is exhausted at \(T_{\rm end}\), so the steepest point is the end, where \(x=1\) and the slope is \(F(T_{\rm end})/G\). Hence

\[
T_{\rm tan}=T_{\rm end}-\frac{G}{F(T_{\rm end})}.
\]

This onset moves from 438 to 489 K over the same change of heating rate. It is higher than \(T_5\), but no more intrinsic.

## Why an Arrhenius line does not settle the matter

One might measure the rate of loss at a fixed \(x\) for several heating rates and extract an activation energy. For evaporation the rate in time is \(\beta\,dx/dT=AF/(hn_0)\). At fixed mass and geometry the apparent activation energy is therefore

\[
E_{\rm app}=-R\frac{d\ln F}{d(1/T)}=RT^2\frac{d\ln F}{dT}.
\]

The prefactor \(T^{0.75}\) contributes \(0.75RT\). For the logarithm, the Clausius–Clapeyron law gives \(du/dT=u\Delta H/(RT^2)\), and so

\[
\frac{d}{dT}\ln[-\ln(1-u)]
=\frac{1}{-\ln(1-u)}\,\frac{1}{1-u}\,\frac{u\Delta H}{RT^2}.
\]

Multiplication by \(RT^2\) yields

\[
E_{\rm app}=\Delta H\frac{u}{(1-u)[-\ln(1-u)]}+0.75RT.
\]

When \(u\to0\), this tends to \(\Delta H+0.75RT\). Two simulated runs without any reaction gave 72.8 kJ/mol, in agreement with the formula. The number is an enthalpy of vaporization with a small transport correction, although the analysis presents it as an activation energy.

## Proof for decomposition

With evaporation absent, the conversion \(\alpha=1-s\) obeys \(d\alpha/dT=\kappa(1-\alpha)\). Separation of variables gives

\[
-\ln(1-\alpha)=\frac1\beta\int_{T_0}^{T}k(T')dT'\equiv K(T).
\]

Neither \(n_0\), \(A\) nor \(h\) appears, because at each temperature a first-order reaction consumes the same fraction per unit time whatever the size of the sample. The heating rate remains: a faster ramp spends less time at each temperature and must go higher to reach the same conversion. This proves the second statement.

The mass loss is \((1-r)\alpha\), so \(T_5\) corresponds to \(\alpha=0.05/0.6=0.083\). The integral has the form already treated, now with \(a=0\) and \(b=E_a/R\). Raising \(\beta\) by \(f\) thus gives

\[
\frac1{T_1}-\frac1{T_2}\approx\frac{R\ln f}{E_a+2R\bar T}.
\]

From 2 to 20 K/min the computed \(T_5\) rises from 471.8 to 500.4 K. The shift is smaller than for evaporation here because \(E_a\) is more than twice \(\Delta H\), which outweighs the effect of the higher onset temperatures, but it is present. A heating-rate shift alone therefore does not identify the process.

The tangent onset behaves likewise. At the steepest point the derivative of \(\kappa(1-\alpha)\) vanishes:

\[
\frac{d\kappa}{dT}(1-\alpha)-\kappa^2(1-\alpha)=0.
\]

Since \(d\kappa/dT=\kappa E_a/(RT^2)\), the peak temperature \(T_p\) satisfies

\[
k(T_p)=\frac{\beta E_a}{RT_p^2}.
\]

The factor \(1-r\) multiplies both loss and slope and cancels in the tangent, which meets the baseline at

\[
T_{\rm tan}=T_p-\frac{\alpha_p}{\kappa(T_p)(1-\alpha_p)},
\qquad \alpha_p=1-e^{-K(T_p)}.
\]

It moves from 480 to 509 K between the two heating rates.

Changing the sample mass at fixed \(\beta\) is more informative. From 2 to 20 mg at fixed \(A/h\), \(T_5\) of the volatile liquid rises by 43 K. In a given pan more liquid also raises the surface and shortens \(h\): for an area of 20 mm², with \(h=2\) mm at the start of a 10 mg run and a density of 1.0 to 1.5 g/cm³, the shift falls to 34 to 37 K. With evaporation made 1000 times slower and the same decomposition kinetics, it rises by 0.9 K. Within this model a strong mass dependence indicates that evaporation contributes to the onset; it does not show that decomposition is absent. For \(A/h=0.5\) mm the same change of mass shifts \(T_5\) by 28 K, yet 31% and 86% of the two samples decompose, and at 20 mg about two thirds of the loss at \(T_5\) comes from decomposition. Thermal lag, self-heating or a reaction confined to a surface of fixed area could also produce a mass dependence, so the test is not conclusive outside the model.

## Proof for competing processes

To obtain the residue, multiply \(ds/dT+\kappa s=-q\) by \(e^K\). Since \(dK/dT=\kappa\), the left side is the derivative of \(se^K\), and

\[
s(T)=e^{-K(T)}\left[1-\frac1G\int_{T_0}^{T}F e^K dT'\right].
\]

The liquid is exhausted when the bracket vanishes, which fixes \(T_{\rm end}\) through \(\int_{T_0}^{T_{\rm end}}Fe^KdT=G\). By then the evaporated fraction is \((1/G)\int F\,dT\), and everything else has decomposed:

\[
y_d=1-\frac{\int_{T_0}^{T_{\rm end}}F\,dT}
{\int_{T_0}^{T_{\rm end}}Fe^K\,dT}
=1-\frac1{\langle e^K\rangle}.
\]

Here \(\langle\cdot\rangle\) is an average over temperature with weight \(F\). At fixed \(\beta\), \(K(T)\) is fixed. A larger \(n_0h/A\) raises \(G\) and hence \(T_{\rm end}\), which adds values of \(e^K\) larger than all earlier ones. The average rises, and so do \(y_d\) and the residue \(ry_d\). This proves the third statement.

At 10 K/min, open-pan samples of 2, 10 and 20 mg decompose by 0.2%, 4.3% and 13%, leaving residues of 0.08%, 1.7% and 5.3%. A crucible with area 5 mm² and gap 10 mm has \(A/h=0.5\) mm, one twentieth of the open-pan value. In it 75% of a 10 mg sample decomposes and the residue is \(0.4\times75\%=30\%\). The molecule and its rate constant are unchanged; slower escape has given the reaction more time at higher temperature. Most of the liquid decomposes in this last case, so the neglected effects of the products on evaporation are large, and they act in opposite directions. Three moles of product gas per mole decomposed would sweep vapour out and lower the 75% to 65%. One mole of residue per mole decomposed, dissolved ideally in the liquid, would raise it to 88%, and would raise the open-pan 20 mg value from 13% to 18%. The figure describes the model rather than predicting a real crucible.

A small residue is therefore weak evidence of stability. It may mean that the liquid left before it could react. It may also mean that the products are volatile: for \(r=0\) the residue vanishes whatever the value of \(y_d\).

## The temperature limit that can be transferred

For a sealed liquid at constant temperature, \(1-\alpha=e^{-kt}\). Requiring conversion \(\alpha\) after time \(t\) means \(k=-\ln(1-\alpha)/t\). Inserting the Arrhenius law and taking the logarithm gives

\[
T_{\max}(t,\alpha)=
\frac{E_a}{R\ln\left[\dfrac{A_dt}{-\ln(1-\alpha)}\right]}.
\]

This proves the fourth statement: the limit falls as \(t\) grows and has no value until \(t\) and \(\alpha\) are given. For 1% decomposition, \(-\ln(0.99)=0.01005\) and \(E_a/R=1.804\times10^4\) K. One minute and 1000 h, or \(3.6\times10^6\) s, give

\[
T_{\max}=\frac{1.804\times10^4}{38.63}\approx467\ \mathrm K,
\qquad
T_{\max}=\frac{1.804\times10^4}{49.63}\approx363.5\ \mathrm K.
\]

These are 194 °C and 90 °C. The open-pan onset of 431 K (158 °C) lies between them. It is needlessly low for a liquid heated for one minute and far too high for a source kept hot for 1000 h.

The delivery calculation should therefore take \(p(T)\) from vapour-pressure data and the temperature limit from \(k(T)\), measured on liquid that cannot escape and analysed for intact precursor after known times. If the decomposition is autocatalytic, the first-order formula fails. If it occurs on the container wall, the rate depends on the ratio of wall area to liquid volume, and a constant measured in one vessel need not hold in another. In both cases the conversion should be measured at the intended time and temperature, with the intended wall material and ratio of wall area to volume.

The limit also refers to a sealed charge. In a source that is being emptied, involatile products stay behind and become concentrated. Suppose 90% of the charge is delivered at a constant rate during the holding time of the 1% limit. The average amount present is then about 0.55 of the charge, so about 0.55% of the charge decomposes. Only 10% was not delivered, and about 5.5% of that part has decomposed. If the purity of the last liquid matters, the tolerated conversion must be chosen correspondingly smaller. The remaining values are in the numerical output.

## Numbers as computed

```
MODEL INPUTS
molar mass: 400 g/mol
vaporization enthalpy: 70 kJ/mol
boiling point at 1 bar: 600 K
diffusivity at 300 K: 5.0e-06 m^2/s
decomposition Ea: 150 kJ/mol
decomposition prefactor: 1.0e+13 1/s
residue fraction r: 0.4 (mass fraction)
open pan area/gap: 10.0 mm
deep crucible area: 5.0 mm^2
deep crucible gap: 10.0 mm
deep crucible area/gap: 0.5 mm
REFERENCE: 10 mg, 10 K/min, open pan
T5, both processes: 430.87 K
T5, decomposition off: 430.96 K
vapour pressure at T5: 405 Pa
k at T5: 6.54e-06 1/s
decomposed by T5: 3.73e-02 %
end of evaporation, decomposition off: 497.3 K
T5, evaporation off: 491.4 K
HEATING RATE 2 -> 20 K/min, 10 mg
evaporation only, T5: 401.7 -> 444.8 K
evaporation only, tangent: 437.7 -> 488.7 K
decomposition only, T5: 471.8 -> 500.4 K
decomposition only, tangent: 479.5 -> 509.0 K
apparent Ea of evaporation: 72.8 kJ/mol
same from formula: 72.8 kJ/mol
SAMPLE MASS 2 -> 20 mg, 10 K/min
T5 shift, volatile: 42.8 K
T5 shift, 1000x less evaporation: 0.91 K
BOTH PROCESSES, 10 K/min
open 2 mg: T5 401.7 K, end 459.5 K
  decomposed 0.20 %, residue 0.08 %
open 10 mg: T5 430.9 K, end 496.2 K
  decomposed 4.26 %, residue 1.70 %
open 20 mg: T5 444.5 K, end 511.4 K
  decomposed 13.25 %, residue 5.30 %
deep 10 mg: T5 481.9 K, end 540.1 K
  decomposed 75.14 %, residue 30.06 %
SEALED LIQUID
decomposed in 24 h at open-pan T5: 43.2 %
1 % limit for 1 min: 467.0 K
1 % limit for 1000 h: 363.5 K
```
